**Numerical test of the three-halves cooling law for an NIS junction**

The program tests $P_{\rm opt}=c_0(\Delta^2/e^2R)\,t^{3/2}(1+c_1t+\dots)$, where $P_{\rm opt}$ is the largest heat current out of the normal metal, $\Delta$ the gap, $R$ the tunnel resistance and $t=kT/\Delta$. It asserts that the full heat integral approaches this law with a remainder of order $t^2$, and that the scaled integral has a single maximum on the tested range. Control cases assert an exponent of 2 for a gap without an edge singularity, and Joule heating without a gap. The tunnelling integral is compared with Blonder-Tinkham-Klapwijk scattering theory at barrier strength $Z^2=10^7$, and at $Z^2=10^5$ the deficit is asserted to be mainly Andreev heating. Further assertions cover the backflow from the superconductor and the heating through subgap states. The output gives $c_0=0.5942$, $c_1=0.7948$ and an optimum bias $0.6645\,kT$ below the gap at leading order. For a gap of 0.2 meV, 1 kΩ and 0.3 K, it shows a cooling power of 1.196 pW and 8.204 pW delivered to the superconductor.

## Verification by program

```python
"""Optimum cooling by a normal-insulator-superconductor (NIS) junction.

Result under test: for t = kT/gap << 1 and a cold superconductor,
    P_opt = c0 * gap^2/(e^2 R) * t^(3/2) * (1 + c1 t + ...),
reached at eV = gap - y*kT, where y solves y = A(1/2)/(2 A(-1/2)),
A(s) = -Li_s(-exp(-y)).
Reduced units: energies in the gap, heat in gap^2/(e^2 R), current in gap/(eR).
v = eV/gap; tN, tS = reduced temperatures of normal metal and superconductor.
Positive heat means that the normal metal is cooled.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, kv, gamma

GL_X, GL_W = np.polynomial.legendre.leggauss(400)


def nodes(t, kind="bcs"):
    """Energies above the gap and weights (density of states times dE)."""
    top = np.arccosh(1 + 45 * t)
    u = 0.5 * top * (GL_X + 1)
    w = 0.5 * top * GL_W
    return np.cosh(u), w * (np.cosh(u) if kind == "bcs" else np.sinh(u))


def flows(v, tN, tS, E, W):
    """Heat and charge currents from the tunnelling integrals, both signs of E."""
    heat = charge = 0.0
    for sign in (1, -1):
        e = sign * E
        occ = expit(-(e - v) / tN) - expit(-e / tS)
        heat += np.sum(W * (e - v) * occ)
        charge += np.sum(W * occ)
    return heat, charge


def optimum(tN, tS, kind="bcs"):
    """Bias and height of the maximum of the full heat integral."""
    E, W = nodes(max(tN, tS), kind)
    res = minimize_scalar(lambda v: -flows(v, tN, tS, E, W)[0],
                          bounds=(1 - 3 * tN, 1 + tN), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, -res.fun


def log_grid(top, n=4000):
    """Distances from the gap edge, equally spaced in logarithm, with weights."""
    q = np.linspace(np.log(1e-16), np.log(top), n)
    w = np.full(n, q[1] - q[0])
    w[[0, -1]] *= 0.5
    d = np.exp(q)
    return d, w * d


def dynes_heat(v, tN, tS, g):
    """Heat current with the Dynes density of states, broadening g (in gaps)."""
    total = 0.0
    for side, top in ((1, 50 * max(tN, tS)), (-1, 1.0)):
        d, w = log_grid(top)
        z = 1 + side * d + 1j * g
        dos = np.abs((z / np.sqrt((side * d + 1j * g) * (z + 1))).real)
        total += flows(v, tN, tS, 1 + side * d, w * dos)[0]
    return total


def scattering_heat(v, tN, tS, Z2):
    """Blonder-Tinkham-Klapwijk heat current for barrier strength Z^2.

    Returns the total and the part due to Andreev (pair) processes.
    """
    total = pair = 0.0
    for side, top in ((1, 50 * max(tN, tS)), (-1, 1.0)):
        d, w = log_grid(top)
        E = 1 + side * d
        if side == 1:
            diff = np.sqrt(d * (2 + d)) / E
            u2, v2 = 0.5 * (1 + diff), 0.5 * (1 - diff)
            den = (u2 + Z2 * diff) ** 2
            andreev, trans = u2 * v2 / den, diff * (u2 + Z2) / den
        else:
            andreev = 1 / (E**2 + d * (2 - d) * (1 + 2 * Z2) ** 2)
            trans = 0.0 * d
        for sign in (1, -1):
            e = sign * E
            fe, fh = expit(-(e - v) / tN), expit(-(e + v) / tN)
            pair_part = np.sum(w * (e - v) * andreev * (fe - fh))
            pair += pair_part
            total += pair_part + np.sum(
                w * (e - v) * trans * (fe - expit(-e / tS)))
    return (1 + Z2) * total, (1 + Z2) * pair


def A(s, y):
    return float(-mp.re(mp.polylog(s, -mp.exp(-mp.mpf(float(y))))))


def G_quad(y):
    """Scaled heat integral by quadrature, with x = s^2."""
    top = np.sqrt(45 + max(0.0, -y))
    s = 0.5 * top * (GL_X + 1)
    arg = s**2 + y
    return top * np.sum(GL_W * arg * expit(-arg))


# Optimum of the scaled problem: fixed-point iteration
y = 0.5
for _ in range(50):
    y = A(0.5, y) / (2 * A(-0.5, y))
G = np.sqrt(np.pi) * (0.5 * A(1.5, y) + y * A(0.5, y))
c0 = G / np.sqrt(2)
c1 = 0.75 * (gamma(2.5) * A(2.5, y) + y * gamma(1.5) * A(1.5, y)) / G
cI = np.sqrt(np.pi / 2) * A(0.5, y)
heat_per_electron = y + A(1.5, y) / (2 * A(0.5, y))

# Closed form and position of the maximum against quadrature
assert abs(G - G_quad(y)) < 1e-9
direct = minimize_scalar(lambda q: -G_quad(q), bounds=(-2, 4), method="bounded",
                         options={"xatol": 1e-9})
assert abs(direct.x - y) < 1e-5
# One maximum only, and the slope bound that guarantees it
ys = np.linspace(-12, 12, 481)
slope_sign = np.sign(np.diff([G_quad(q) for q in ys]))
assert np.sum(slope_sign[1:] != slope_sign[:-1]) == 1


def ratio(q):
    return A(0.5, q) / (2 * A(-0.5, q))


slopes = [(ratio(q + 1e-3) - ratio(q - 1e-3)) / 2e-3
          for q in np.linspace(0.05, 6, 25)]
assert max(np.abs(slopes)) <= 0.5
y_zero = brentq(G_quad, -6, 0)

# Full integral against the law with its first correction: remainder is O(t^2)
rem = []
for t in (0.02, 0.01):
    rem.append(optimum(t, t)[1] / (c0 * t**1.5) - 1 - c1 * t)
assert abs(rem[1]) < 1e-4 and 3.5 < rem[0] / rem[1] < 4.5
t = 0.001
v, p = optimum(t, t)
current = flows(v, t, t, *nodes(t))[1]
assert abs((1 - v) / t - y) < 2e-3
assert abs(current / np.sqrt(t) / cI - 1) < 5e-3
assert abs(p / current / t / heat_per_electron - 1) < 5e-3

# Controls: gap without edge singularity gives t^2; no gap gives Joule heating
step = [optimum(t, t, "step")[1] for t in (0.02, 0.01)]
step_power = np.log2(step[0] / step[1])
bcs_power = np.log2(optimum(0.002, 0.002)[1] / optimum(0.001, 0.001)[1])
assert abs(step_power - 2) < 1e-3 and abs(step[1] / 1e-4 - np.pi**2 / 12) < 1e-3
assert abs(bcs_power - 1.5) < 3e-3
flat = flows(0.5, 0.1, 0.1, 4 * (GL_X + 1), 4 * GL_W)[0]
assert abs(flat + 0.5**2 / 2) < 1e-8

# Tunnelling formula against scattering theory. A very opaque barrier must agree;
# at a less opaque one the deficit must be mainly Andreev heating, the rest being
# the rounding of the gap-edge singularity by the finite transmission.
for v in (0.6, 0.93):
    tunnel = flows(v, 0.1, 0.1, *nodes(0.1))[0]
    opaque_dev = scattering_heat(v, 0.1, 0.1, 1e7)[0] / tunnel - 1
    assert abs(opaque_dev) < 2e-4
    total, pair = scattering_heat(v, 0.1, 0.1, 1e5)
    weaker_dev = total / tunnel - 1
    pair_share = pair / (total - tunnel)
    assert weaker_dev < 0 and 0.5 < pair_share < 1.2


# Backflow of thermal quasiparticles: independent of bias, Bessel form
def backflow(tS):
    return kv(0, 1 / tS) + kv(2, 1 / tS)


grid = nodes(0.12)
for v in (0.3, 0.9):
    load = flows(v, 0.12, 0.01, *grid)[0] - flows(v, 0.12, 0.12, *grid)[0]
    assert abs(load / backflow(0.12) - 1) < 1e-3

# Subgap states: heating tends to g, with a correction of order sqrt(t)
g = 1e-6
dev = []
for t in (4e-3, 1e-3, 2.5e-4):
    v = 1 - y * t
    extra = dynes_heat(v, t, t, g) - flows(v, t, t, *nodes(t))[0]
    dev.append(extra / g + 1)
assert abs(dev[2]) < 0.05
assert 1.6 < dev[0] / dev[1] < 2.4 and 1.6 < dev[1] / dev[2] < 2.4

# Worked example, rough values for an aluminium cooler with a copper island
gap_meV, R, T_bath = 0.2, 1000.0, 0.3
volume_um3, sigma = 0.1, 2e9
g_dynes, R_film, C_fF = 1e-4, 1.0, 50.0
e, kB = const.e, const.k
gap = gap_meV * 1e-3 * e
T_gap = gap / kB
P_unit = gap**2 / (e**2 * R) * 1e12
I_unit = gap / (e * R) * 1e9
t = T_bath / T_gap
v_opt, p_opt = optimum(t, t)
i_opt = flows(v_opt, t, t, *nodes(t))[1]
P_pW, I_nA = p_opt * P_unit, i_opt * I_unit
joule = i_opt * v_opt * P_unit


def phonon_load(T):
    return sigma * volume_um3 * 1e-18 * (T_bath**5 - T**5) * 1e12


T_island = brentq(lambda T: optimum(T / T_gap, t)[1] * P_unit - phonon_load(T),
                  0.05, T_bath)
P_island = optimum(T_island / T_gap, t)[1] * P_unit
assert T_island < T_bath

# Superconductor temperature that cancels the cooling of a 0.3 K normal metal
tS_stop = brentq(lambda s: optimum(t, s)[1], t, 0.6)


def thermal_gap(tS):
    """Gap at temperature tS from the weak-coupling BCS gap equation."""
    u = 4 * (GL_X + 1)
    return brentq(lambda d: np.log(d) + 2 * np.sum(
        4 * GL_W * expit(-d * np.cosh(u) / tS)), 0.7, 1.0)


subgap_loss = (flows(v_opt, t, t, *nodes(t))[0]
               - dynes_heat(v_opt, t, t, g_dynes)) * P_unit


def dynes_best(tt):
    res = minimize_scalar(lambda v: -dynes_heat(v, tt, tt, g_dynes),
                          bounds=(1 - 4 * tt, 1 + tt), method="bounded",
                          options={"xatol": 1e-7})
    return -res.fun


t_floor = (g_dynes / c0) ** (2 / 3)
t_floor_num = brentq(dynes_best, 0.6 * t_floor, 1.6 * t_floor, xtol=1e-7)
assert abs(t_floor_num / t_floor - 1) < 0.1
andreev_pW = (v_opt * gap / e) ** 2 * R_film / R**2 * 1e12
charging_ueV = e / (2 * C_fF * 1e-15) * 1e6

print(f"optimum offset y = (gap-eV)/kT: {y:.4f}")
print(f"A(1/2), A(3/2), A(-1/2) there: {A(.5, y):.4f} {A(1.5, y):.4f} {A(-.5, y):.4f}")
print(f"G(y) at optimum: {G:.4f}")
print(f"cooling coefficient c0: {c0:.4f}")
print(f"first correction c1: {c1:.4f}")
print(f"current coefficient I/(gap/eR)/sqrt(t): {cI:.4f}")
print(f"heat per removed electron / kT: {heat_per_electron:.4f}")
print(f"cooling ends at y (bias above gap): {y_zero:.4f}")
print(f"largest |r'(y)| on test grid: {max(np.abs(slopes)):.3f}")
print(f"remainders beyond c1 at t=0.02, 0.01: {rem[0]:.2e} {rem[1]:.2e}")
print(f"exponent, BCS edge (t=0.001-0.002): {bcs_power:.4f}")
print(f"exponent, gap without singularity: {step_power:.4f}")
print(f"no gap, v=0.5: reduced heat {flat:.4f}")
print(f"scattering/tunnelling - 1 at v=0.93, t=0.1, Z^2=1e5, 1e7: "
      f"{weaker_dev:.2e} {opaque_dev:.2e}")
print(f"Andreev heating / deficit at Z^2=1e5: {pair_share:.3f}")
print(f"subgap heating/g at t=0.004,0.001,0.00025: "
      f"{1-dev[0]:.4f} {1-dev[1]:.4f} {1-dev[2]:.4f}")
print(f"EXAMPLE gap {gap_meV} meV, R {R:.0f} ohm, bath {T_bath} K")
print(f"gap/k: {T_gap:.4f} K; t at bath: {t:.4f}")
print(f"units: gap^2/(e^2 R) = {P_unit:.2f} pW, gap/(eR) = {I_unit:.1f} nA")
print(f"optimum bias, full integral: {v_opt*gap_meV:.4f} mV")
print(f"optimum bias, leading law: {(1-y*t)*gap_meV:.4f} mV")
print(f"current at optimum: {I_nA:.2f} nA")
print(f"optimum cooling power: {P_pW:.3f} pW = {P_pW*1e-12:.3e} W")
print(f"electrical power IV: {joule:.3f} pW")
print(f"efficiency P/(IV): {P_pW/joule:.4f}")
print(f"heat dumped in superconductor: {joule+P_pW:.3f} pW")
print("T (K) | full (pW), T_S=T | c0 law (pW) | with c1 (pW)")
for T in (0.1, 0.2, 0.3, 0.4, 0.5):
    tt = T / T_gap
    law = c0 * tt**1.5 * P_unit
    print(f"{T:.1f} | {optimum(tt, tt)[1]*P_unit:.4f} | {law:.4f} | "
          f"{law*(1+c1*tt):.4f}")
print(f"island volume {volume_um3} um^3, phonon coupling {sigma:.1e} W/(m^3 K^5)")
print(f"island temperature in balance: {T_island:.4f} K")
print(f"cooling power in balance: {P_island:.4f} pW")
print(f"backflow from S at bath: {backflow(t)*P_unit:.4f} pW")
print(f"S temperature that stops cooling (fixed gap): {tS_stop*T_gap:.3f} K")
print(f"gap reduction at bath: {100*(1-thermal_gap(t)):.3f} %")
print(f"gap reduction at that S temperature: {100*(1-thermal_gap(tS_stop)):.2f} %")
print(f"Dynes parameter: {g_dynes:.0e}; cooling lost at bath: {subgap_loss:.5f} pW")
print(f"lowest T with cooling, estimate: {t_floor*T_gap*1e3:.2f} mK")
print(f"lowest T with cooling, full integral: {t_floor_num*T_gap*1e3:.2f} mK")
print(f"Andreev heating, rough, film {R_film} ohm: {andreev_pW:.4f} pW")
print(f"charging energy for {C_fF:.0f} fF: {charging_ueV:.2f} ueV; "
      f"kT at bath: {kB*T_bath/e*1e6:.2f} ueV")
print("OK")
```

It prints:

```
optimum offset y = (gap-eV)/kT: 0.6645
A(1/2), A(3/2), A(-1/2) there: 0.3819 0.4407 0.2873
G(y) at optimum: 0.8404
cooling coefficient c0: 0.5942
first correction c1: 0.7948
current coefficient I/(gap/eR)/sqrt(t): 0.4787
heat per removed electron / kT: 1.2415
cooling ends at y (bias above gap): -0.7233
largest |r'(y)| on test grid: 0.243
remainders beyond c1 at t=0.02, 0.01: -1.11e-04 -2.79e-05
exponent, BCS edge (t=0.001-0.002): 1.5011
exponent, gap without singularity: 2.0000
no gap, v=0.5: reduced heat -0.1250
scattering/tunnelling - 1 at v=0.93, t=0.1, Z^2=1e5, 1e7: -2.11e-03 -2.87e-05
Andreev heating / deficit at Z^2=1e5: 0.939
subgap heating/g at t=0.004,0.001,0.00025: 0.9422 0.9711 0.9855
EXAMPLE gap 0.2 meV, R 1000 ohm, bath 0.3 K
gap/k: 2.3209 K; t at bath: 0.1293
units: gap^2/(e^2 R) = 40.00 pW, gap/(eR) = 200.0 nA
optimum bias, full integral: 0.1844 mV
optimum bias, leading law: 0.1828 mV
current at optimum: 38.00 nA
optimum cooling power: 1.196 pW = 1.196e-12 W
electrical power IV: 7.008 pW
efficiency P/(IV): 0.1706
heat dumped in superconductor: 8.204 pW
T (K) | full (pW), T_S=T | c0 law (pW) | with c1 (pW)
0.1 | 0.2198 | 0.2126 | 0.2199
0.2 | 0.6410 | 0.6013 | 0.6425
0.3 | 1.1959 | 1.1047 | 1.2181
0.4 | 1.7762 | 1.7007 | 1.9337
0.5 | 2.2277 | 2.3768 | 2.7838
island volume 0.1 um^3, phonon coupling 2.0e+09 W/(m^3 K^5)
island temperature in balance: 0.1657 K
cooling power in balance: 0.4610 pW
backflow from S at bath: 0.0176 pW
S temperature that stops cooling (fixed gap): 0.589 K
gap reduction at bath: 0.039 %
gap reduction at that S temperature: 2.61 %
Dynes parameter: 1e-04; cooling lost at bath: 0.00289 pW
lowest T with cooling, estimate: 7.07 mK
lowest T with cooling, full integral: 6.82 mK
Andreev heating, rough, film 1.0 ohm: 0.0340 pW
charging energy for 50 fF: 1.60 ueV; kT at bath: 25.85 ueV
OK
```
